# Error bound for uniform k-mesh averages of analytic periodic functions: test program

```python
# Result under test: f 2pi-periodic, analytic and |f|<=M in |Im k|<h. With the zone mean
# I=(1/2pi) int f dk and the mesh mean I_N=(1/N) sum_j f(theta+2 pi j/N):
#   |I_N-I| <= 2M/(exp(hN)-1),  via c_n decay and I_N-I = sum_{m!=0} c_{mN} e^{i m N theta}.
# Example: Rice-Mele chain H=[[D,t1+t2 e^{-ik}],[t1+t2 e^{ik},-D]], bands +-E, E=sqrt(A+B cos k),
# A=D^2+t1^2+t2^2, B=2 t1 t2, gap g, branch points pi +- i h0. k dimensionless, energies in eV.
import numpy as np, mpmath as mp
from scipy.optimize import brentq, minimize_scalar
from scipy.integrate import quad
mp.mp.dps = 50
pi = np.pi

def gl(panels, order=20):  # composite Gauss-Legendre nodes and weights for the mean on [0,2pi]
    x, w = np.polynomial.legendre.leggauss(order)
    e = np.linspace(0, 2*pi, panels+1); d = e[1]-e[0]
    return (e[:-1, None]+d*(x+1)/2).ravel(), np.tile(w, panels)/(2*panels)
X, W = gl(64)
coef = lambda f, n, y=0.0: np.exp(n*y)*np.sum(W*f(X+1j*y)*np.exp(-1j*n*X))
mesh = lambda N, th=0.0: th+2*pi*np.arange(N)/N
trap = lambda f, N, th=0.0: np.mean(f(mesh(N, th)))
bound = lambda M, h, N: 2*M/np.expm1(h*N)
xs = np.linspace(0, 2*pi, 4001)
sup = lambda f, h: max(np.abs(f(xs+1j*y)).max() for y in np.linspace(-h, h, 21))

t1, t2, D = 1.2, 0.8, 0.5
A, B = D*D+t1*t1+t2*t2, 2*t1*t2
def H(k, t1=t1, t2=t2, D=D):
    k = np.atleast_1d(k); m = np.zeros(k.shape+(2, 2), complex)
    m[..., 0, 0] = D; m[..., 1, 1] = -D
    m[..., 0, 1] = t1+t2*np.exp(-1j*k); m[..., 1, 0] = t1+t2*np.exp(1j*k)
    return m
E = lambda k: np.sqrt(A+B*np.cos(k)+0j)
h0 = np.arccosh(A/B); r = np.exp(-h0)
ev, vec = np.linalg.eigh(H(xs))
g = ev[:, 1].min()-ev[:, 0].max()
assert np.allclose(ev[:, 0], -E(xs).real, atol=1e-13)
assert np.allclose(abs(vec[:, 1, 0])**2-abs(vec[:, 0, 0])**2, D/E(xs).real, atol=1e-12)
assert abs(np.sinh(h0/2)-g/(4*np.sqrt(t1*t2))) < 1e-12
root = mp.findroot(lambda k: -D*D-(t1+t2*mp.exp(-1j*k))*(t1+t2*mp.exp(1j*k)), mp.mpc(3.0, 0.5))
assert abs(abs(float(root.imag))-h0) < 1e-12 and abs(float(mp.cos(root.real))+1) < 1e-12
zz = np.exp(1j*(xs+0.4j))
assert np.allclose(E(xs+0.4j), np.sqrt(B/(2*r))*np.sqrt(1+r*zz)*np.sqrt(1+r/zz), atol=1e-12)

# discrete orthogonality and the geometric sums
for N in (1, 3, 4, 7):
    for n in range(-15, 16):
        assert abs(np.mean(np.exp(1j*n*mesh(N, 0.3)))-(np.exp(0.3j*n) if n % N == 0 else 0)) < 1e-13
mm = np.arange(-200, 201)
assert abs(np.exp(-0.7*abs(mm)).sum()-1-bound(1, 0.35, 2)) < 1e-12
assert abs(np.exp(-0.7*abs(mm)[:, None]-1.1*abs(mm)).sum()-1/np.tanh(0.35)/np.tanh(0.55)) < 1e-11

# contour shift, coefficient decay, aliasing, bound: the non-even projector element P_AB
PAB = lambda k: -(t1+t2*np.exp(-1j*k))/(2*E(k))
assert np.allclose(vec[:, 0, 0]*vec[:, 1, 0].conj(), PAB(xs), atol=1e-12)
hp = 0.9*h0; MP = sup(PAB, hp)
for n in range(-6, 7):
    for y in (hp, -hp):
        assert abs(coef(PAB, n)-coef(PAB, n, y)) < 1e-13*np.exp(abs(n*y))
for n in range(-40, 41):
    assert abs(coef(PAB, n)) <= MP*np.exp(-abs(n)*hp)
for N in (3, 5):
    alias = sum(coef(PAB, m*N)*np.exp(0.3j*m*N) for m in range(-(60//N), 60//N+1) if m)
    assert abs(trap(PAB, N, 0.3)-coef(PAB, 0)-alias) < 1e-13 and abs(alias) > 1e-4
for N in range(1, 40):
    for th in (0, 0.1, 0.77):
        assert abs(trap(PAB, N, th)-coef(PAB, 0)) <= bound(MP, hp, N)

# sharpness of the constant 2 (M=1)
for N in (1, 2, 5, 10):
    fs = lambda k: np.cos(N*k)/np.cosh(N*h0)
    assert abs(sup(fs, h0)-1) < 1e-12
    sharp = abs(trap(fs, N)-coef(fs, 0))/bound(1, h0, N)
    assert abs(sharp-np.expm1(h0*N)/(2*np.cosh(h0*N))) < 1e-11
assert 0.99 < sharp < 1

# pole function: exact error, and failure of a line beyond the pole
fp = lambda k: 1/(A+B*np.cos(k))
Ip = coef(fp, 0).real
assert abs(Ip-1/(B*np.sinh(h0))) < 1e-13 and abs(coef(fp, 0, 1.5*h0)) < 1e-13
for N in (2, 6, 20):
    assert abs(trap(fp, N)-Ip-bound(1/(B*np.sinh(h0)), h0, N)) < 1e-13
false_bound = bound(np.abs(fp(xs+1.5j*h0)).max(), 1.5*h0, 20); pole_err = trap(fp, 20)-Ip
assert pole_err > 10*false_bound

# two-dimensional product mesh
A2, B1, B2 = 3.0, 1.0, 0.8
h2 = np.arccosh(A2/(B1+B2)); M2 = np.sqrt(2*A2)
f2 = lambda a, b: np.sqrt(A2+B1*np.cos(a)[:, None]+B2*np.cos(b)[None, :]+0j)
assert abs(np.abs(f2(xs[::40]+1j*h2, xs[::40]-1j*h2)).max()-M2) < 1e-12
x2, w2 = gl(16); I2 = (w2@f2(x2, x2)@w2).real
for Na in range(1, 13):
    for Nb in range(1, 13):
        assert abs(f2(mesh(Na), mesh(Nb)).mean()-I2) <= M2*(1/np.tanh(h2*Na/2)/np.tanh(h2*Nb/2)-1)
e2d = f2(mesh(6), mesh(6)).mean().real-I2; b2d = M2*(1/np.tanh(3*h2)**2-1)

# guaranteed strip and contour projector for the chain
hstar = np.log(1+g/(2*t2)); assert hstar <= h0
y = 0.9*hstar; dl = t2*np.expm1(y)
circ = 3*np.exp(2j*pi*np.arange(600)/600); zc = circ-3
for x in (0.0, 1.0, 2.5, pi):
    Hc = H(x+1j*y)[0]
    assert abs(np.linalg.norm(Hc-H(x)[0], 2)-dl) < 1e-12
    G = np.linalg.inv(zc[:, None, None]*np.eye(2)-Hc)
    assert np.linalg.svd(G, compute_uv=False).max() <= 1/(g/2-dl)
    P = np.mean(G*circ[:, None, None], axis=0)
    assert np.allclose(P@P, P, atol=1e-11) and abs(np.trace(P@Hc)+E(x+1j*y)) < 1e-11

# random four-band insulator, two occupied bands
rng = np.random.default_rng(1); hop = {}
for R, nrm in ((1, 0.4), (2, 0.1)):
    m = rng.normal(size=(4, 4))+1j*rng.normal(size=(4, 4)); hop[R] = nrm*m/np.linalg.norm(m, 2)
def H4(k):
    k = np.asarray(k)[:, None, None]
    return np.diag([-2, -1.5, 1.5, 2.0])+sum(m*np.exp(1j*k*R)+m.conj().T*np.exp(-1j*k*R) for R, m in hop.items())
e4 = np.linalg.eigvalsh(H4(X)); g4 = e4[:, 2].min()-e4[:, 1].max(); mu = e4[:, 1].max()+g4/2
delta = lambda y: 2*(0.4*np.sinh(y)+0.1*np.sinh(2*y))
h4 = 0.95*brentq(lambda y: delta(y)-g4/2, 0, 5)  # margin because the gap is sampled
def occ(k):
    e = np.linalg.eigvals(H4(k)); low = e.real < mu
    assert (low.sum(axis=1) == 2).all()
    return (e*low).sum(axis=1)
M4 = 2*(abs(e4).max()+delta(h4)); I4 = np.sum(W*e4[:, :2].sum(axis=1))
for s in (h4, -h4):
    assert np.linalg.svd(H4(X+1j*s)-H4(X), compute_uv=False).max() <= delta(h4)
    assert abs(coef(occ, 0, s)-I4) < 1e-9 and abs(occ(X+1j*s)).max() <= M4
for N in range(1, 30):
    assert abs(trap(occ, N, 0.2)-I4) <= bound(M4, h4, N)+1e-13

# high-precision band energy and charge imbalance of the chain
a_, b_, d_ = mp.mpf('2.33'), mp.mpf('1.92'), mp.mpf('0.5')
assert abs(a_-A) < 1e-14 and abs(b_-B) < 1e-14
par = 2*b_/(a_+b_)
IE = -2/mp.pi*mp.sqrt(a_+b_)*mp.ellipe(par); Iq = 2*d_/mp.pi*mp.ellipk(par)/mp.sqrt(a_+b_)
assert abs(IE+coef(E, 0).real) < 1e-13 and abs(Iq-coef(lambda k: D/E(k), 0).real) < 1e-13
Em = lambda N, s: [mp.sqrt(a_+b_*mp.cos(2*mp.pi*(j+mp.mpf(s))/N)) for j in range(N)]
errE = lambda N, s=0: float(-mp.fsum(Em(N, s))/N-IE)   # s = shift in mesh spacings
errq = lambda N: float(mp.fsum(d_/e for e in Em(N, 0))/N-Iq)
M = np.sqrt(2*A); assert abs(sup(E, h0)-M) < 1e-12
assert min((A+B*np.cos(xs+1j*v)).real.min() for v in np.linspace(0, 0.999*h0, 30)) > 0
preE = np.sqrt(B*np.sinh(h0)/pi); preq = 2*D/np.sqrt(pi*B*np.sinh(h0))
asE = lambda N: (-1)**N*preE*N**-1.5*np.exp(-h0*N)
asq = lambda N: (-1)**N*preq*N**-0.5*np.exp(-h0*N)
Mq = lambda h: D/np.sqrt(A-B*np.cosh(h))
assert abs(sup(lambda k: D/E(k), hp)-Mq(hp)) < 1e-10
hopt = lambda N: minimize_scalar(lambda h: np.log(bound(Mq(h), h, N)), bounds=(1e-3, h0-1e-9),
                                 method='bounded', options={'xatol': 1e-11}).x
for N in list(range(1, 31))+[60, 100]:
    assert max(abs(errE(N, s)) for s in (0, 0.25, 0.5)) <= bound(M, h0, N)
    assert abs(errq(N)) <= bound(Mq(hopt(N)), hopt(N), N)
for N in (25, 50, 100):  # corrections are of relative order 1/N
    assert abs(errE(N)/asE(N)-1) < 1/N and abs(errq(N)/asq(N)-1) < 1/N
assert abs(100*(h0-hopt(100))-0.5) < 0.01
assert abs(errE(8, 0.25)/errE(16, 0.5)-1) < 1e-12 and abs(errE(8, 0.25)) <= bound(M, h0, 16)
assert abs(errE(8, 0.5)/errE(8)+1) < 0.01

# twisted ring of N cells
for N, s in ((5, 0), (8, 0), (8, 0.25), (6, 0.5)):
    R = np.zeros((2*N, 2*N), complex)
    for j in range(N):
        R[2*j, 2*j+1] += t1
        R[2*j, (2*j-1) % (2*N)] += t2*(np.exp(-2j*pi*s) if j == 0 else 1)
    R = R+R.conj().T+np.diag([D, -D]*N)
    assert abs(np.linalg.eigvalsh(R)[:N].mean()-float(IE)-errE(N, s)) < 1e-13

# a third occupied band -1.3+0.3 cos k crossing the lower band
e3 = lambda k: -1.3+0.3*np.cos(k)
def bands3(k):
    m = np.zeros((len(k), 3, 3), complex); m[:, :2, :2] = H(k); m[:, 2, 2] = e3(k)
    return np.linalg.eigvalsh(m)
kc = brentq(lambda k: e3(k)+E(k).real, 0, pi, xtol=1e-14)
Ilow = (quad(lambda k: -E(k).real, 0, kc)[0]+quad(e3, kc, pi)[0])/pi
kink = max(N*N*abs(bands3(mesh(N))[:, 0].mean()-Ilow) for N in range(60, 81))
esum = max(abs(bands3(mesh(N))[:, :2].sum(axis=1).mean()-float(IE)+1.3) for N in range(60, 81))
assert 0.05 < kink < 10 and esum < 1e-13

# gapless chain, t=1 eV
t = 1.0; Ig = quad(lambda k: np.linalg.eigvalsh(H(k, t, t, 0.0)[0])[0], 0, pi)[0]/pi
assert abs(Ig+4*t/pi) < 1e-10
errg = lambda N: np.mean(-2*t*abs(np.cos(mesh(N)/2)))+4*t/pi
for N in (4, 16, 64):
    IN = np.linalg.eigvalsh(H(mesh(N), t, t, 0.0))[:, 0].mean()
    assert abs(IN+2*t/N/np.tan(pi/(2*N))) < 1e-12 and abs(IN+4*t/pi-errg(N)) < 1e-12
assert abs(200**2*errg(200)/(pi*t/3)-1) < 1e-4
needed = lambda err, tol, top: 1+max(N for N in range(1, top+1) if abs(err(N)) > tol)

print(f"t1 = {t1} eV, t2 = {t2} eV, Delta = {D} eV")
print(f"A = {A:.4f} eV^2, B = {B:.4f} eV^2, A/B = {A/B:.6f}")
print(f"gap g = {g:.6f} eV")
print(f"h0 = {h0:.6f}, r = exp(-h0) = {r:.6f}, sinh h0 = {np.sinh(h0):.6f}")
print(f"1/h0 = {1/h0:.4f} cells, digits per k-point = {h0/np.log(10):.4f}")
print(f"guaranteed strip h* = {hstar:.6f}")
print(f"M = sqrt(2A) = {M:.6f} eV")
print(f"m = {float(par):.6f}, E(m) = {float(mp.ellipe(par)):.8f}, K(m) = {float(mp.ellipk(par)):.8f}")
print(f"band energy I = {float(IE):.10f} eV per cell and spin")
print(f"asymptote prefactor: energy {preE:.6f} eV, charge {preq:.6f}")
print("energy: N, I_N, error, asymptote, bound (eV)")
for N in (2, 4, 5, 6, 8, 12, 16, 24):
    print(f"  {N:2d} {float(IE)+errE(N):.10f} {errE(N):+.3e} {asE(N):+.3e} {bound(M, h0, N):.3e}")
print(f"error/asymptote: N=25 {errE(25)/asE(25):.4f}, N=100 {errE(100)/asE(100):.4f}")
print(f"N=8 error, half shift {errE(8, .5):+.3e} eV, quarter {errE(8, .25):+.3e} eV")
print(f"mean charge imbalance q = {float(Iq):.10f} electrons per spin")
print("charge: N, h_opt, M(h_opt), error, asymptote, bound (electrons)")
for N in (4, 8, 16, 24):
    h = hopt(N)
    print(f"  {N:2d} {h:.4f} {Mq(h):.4f} {errq(N):+.3e} {asq(N):+.3e} {bound(Mq(h), h, N):.3e}")
print(f"N (h0 - h_opt) at N=100: {100*(h0-hopt(100)):.4f}")
print(f"gapless t = {t} eV: I = {Ig:.8f} eV, pi t/3 = {pi*t/3:.6f} eV")
for N in (8, 16, 24):
    print(f"  gapless N={N}: error {errg(N):+.3e} eV, N^2 error {N*N*errg(N):.5f} eV")
for tol in (1e-3, 1e-6):
    Nb = int(np.ceil(np.log1p(2*M/tol)/h0)); assert bound(M, h0, Nb) <= tol < bound(M, h0, Nb-1)
    print(f"N for {tol:.0e} eV: bound {Nb}, true {needed(errE, tol, Nb)}, gapless {needed(errg, tol, 2000)}")
print(f"sharpness: error/bound of cos(Nk)/cosh(N h0), N=10: {sharp:.5f}")
print(f"pole 1/E^2: mean {Ip:.6f} eV^-2, N=20 error {pole_err:.3e} eV^-2")
print(f"  false bound from the line 1.5 h0: {false_bound:.3e} eV^-2")
print(f"2D: A2,B1,B2 = {A2},{B1},{B2} eV^2, h = {h2:.4f}, M = {M2:.4f} eV")
print(f"  6x6 mesh: error {e2d:+.3e} eV, bound {b2d:.3e} eV")
print(f"four-band: gap {g4:.4f} eV, h {h4:.4f}, M {M4:.4f} eV")
print(f"  N=10: error {abs(trap(occ, 10, 0.2)-I4):.2e} eV, bound {bound(M4, h4, 10):.2e} eV")
print(f"crossing at k = {kc:.4f}; over N=60..80:")
print(f"  lowest band max N^2|error| {kink:.3f} eV, sum max |error| {esum:.0e} eV")
print("OK")
```

Running it gives:

```
t1 = 1.2 eV, t2 = 0.8 eV, Delta = 0.5 eV
A = 2.3300 eV^2, B = 1.9200 eV^2, A/B = 1.213542
gap g = 1.280625 eV
h0 = 0.642412, r = exp(-h0) = 0.526022, sinh h0 = 0.687520
1/h0 = 1.5566 cells, digits per k-point = 0.2790
guaranteed strip h* = 0.588004
M = sqrt(2A) = 2.158703 eV
m = 0.903529, E(m) = 1.10187225, K(m) = 2.59501183
band energy I = -1.4461249983 eV per cell and spin
asymptote prefactor: energy 0.648214 eV, charge 0.491057
energy: N, I_N, error, asymptote, bound (eV)
   2 -1.3509326183 +9.519e-02 +6.341e-02 1.652e+00
   4 -1.4386831853 +7.442e-03 +6.204e-03 3.580e-01
   5 -1.4487379399 -2.613e-03 -2.335e-03 1.812e-01
   6 -1.4450794414 +1.046e-03 +9.344e-04 9.344e-02
   8 -1.4459427956 +1.822e-04 +1.679e-04 2.546e-02
  12 -1.4461176133 +7.385e-06 +6.998e-06 1.938e-03
  16 -1.4461246359 +3.624e-07 +3.480e-07 1.484e-04
  24 -1.4461249971 +1.141e-09 +1.110e-09 8.696e-07
error/asymptote: N=25 1.0264, N=100 1.0066
N=8 error, half shift -1.815e-04 eV, quarter -3.624e-07 eV
mean charge imbalance q = 0.4006775452 electrons per spin
charge: N, h_opt, M(h_opt), error, asymptote, bound (electrons)
   4 0.5421 1.4377 +1.895e-02 +1.880e-02 3.714e-01
   8 0.5838 1.8454 +9.959e-04 +1.018e-03 3.490e-02
  16 0.6120 2.5301 +4.163e-06 +4.218e-06 2.828e-04
  24 0.6220 3.0707 +2.001e-08 +2.019e-08 2.021e-06
N (h0 - h_opt) at N=100: 0.4978
gapless t = 1.0 eV: I = -1.27323954 eV, pi t/3 = 1.047198 eV
  gapless N=8: error +1.640e-02 eV, N^2 error 1.04990 eV
  gapless N=16: error +4.093e-03 eV, N^2 error 1.04787 eV
  gapless N=24: error +1.819e-03 eV, N^2 error 1.04750 eV
N for 1e-03 eV: bound 14, true 7, gapless 33
N for 1e-06 eV: bound 24, true 15, gapless 1023
sharpness: error/bound of cos(Nk)/cosh(N h0), N=10: 0.99838
pole 1/E^2: mean 0.757554 eV^-2, N=20 error 3.986e-06 eV^-2
  false bound from the line 1.5 h0: 1.544e-08 eV^-2
2D: A2,B1,B2 = 3.0,1.0,0.8 eV^2, h = 1.0986, M = 2.4495 eV
  6x6 mesh: error -4.826e-06 eV, bound 1.348e-02 eV
four-band: gap 2.6239 eV, h 0.8151, M 7.1882 eV
  N=10: error 6.36e-09 eV, bound 4.15e-03 eV
crossing at k = 1.8082; over N=60..80:
  lowest band max N^2|error| 0.981 eV, sum max |error| 7e-16 eV
OK
```
